# Band-edge exciton fine structure of a CdSe nanocrystal, part 2

An electron (Pauli matrices $\boldsymbol\sigma$) and a hole from the $J=3/2$ band-edge quartet (spin-3/2 matrices $\mathbf J$) form eight pair states in a nanocrystal with axis $z$. We seek their exchange energy $\eta$ and anisotropy $\Delta$, and why the dark–bright gap far exceeds the bulk exchange splitting yet can shrink with radius. Hole energy is counted upward. With $\mathbf M$ the spin-3/2 matrices of the confined hole quartet,

$$H=-\eta\,\boldsymbol\sigma\cdot\mathbf M-\frac{\Delta}{2}\left(M_z^2-\frac54\right). \tag{2}$$

Levels are labelled by total projection $N$, with $L$ lower and $U$ upper:

$$E_{\pm2}=-\tfrac32\eta-\tfrac12\Delta,\quad E_{\pm1}^{L,U}=\tfrac12\eta\mp S,\quad E_0^{L,U}=\tfrac12\eta+\tfrac12\Delta\mp2\eta,$$
$$S=\sqrt{\tfrac14(2\eta-\Delta)^2+3\eta^2}.$$

For $\eta,\Delta>0$ the order is $\pm2<\pm1^L<0^L<\pm1^U<0^U$; for $\Delta<0$, $0^L$ is lowest. Strength $f$ is the weight on total angular momentum $\mathcal S=1$ (projector $P_1$):

$$f_{\pm2}=f_0^L=0,\qquad f_0^U=1,\qquad f_{\pm1}^{L,U}=\frac12\mp\frac{8\eta-\Delta}{8S}.$$

The gap from the dark $\pm2$ doublet to $\pm1^L$ stays below $3\eta$ and $3\Delta/4$:

$$G=2\eta+\tfrac12\Delta-S. \tag{4}$$

Short-range exchange is $g\,\delta(\mathbf r_e-\mathbf r_h)P_S$, where $P_S=\frac14(1-\frac23\boldsymbol\sigma\cdot\mathbf J)$ projects on the spin singlet.

The hole, in a hard-walled sphere of radius $a$, obeys

$$H_h=\frac{\hbar^2k^2}{2m_0}\left[\gamma_1-2\gamma T(\hat{\mathbf k})\right],\qquad T(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54 .$$

Here $m_0$ is the free-electron mass, $T^2=1$, and $T$ averages to zero over directions. The ground quartet, with Bloch states $u_M$, is

$$\psi_M=\frac{1}{\sqrt{4\pi}}\left[R_0(r)+R_2(r)T(\mathbf n)\right]u_M, \tag{5}$$

$$R_0=C[j_0(kr)-\rho j_0(qr)],\quad R_2=-C[j_2(kr)+\rho j_2(qr)],\quad\rho=\frac{j_0(ka)}{j_0(qa)} .$$

Here $\mathbf n=\mathbf r/r$, $j_l$ are spherical Bessel functions, $q=\sqrt\beta\,k$, and $C$ sets $\int_0^a r^2(R_0^2+R_2^2)dr=1$. Both $R_0$ and $R_2$ vanish at $r=a$. The energy is $E=\hbar^2\phi^2/(2m_{hh}a^2)$, with $\phi=ka$, $\beta=m_{lh}/m_{hh}$ and $m_{hh}$, $m_{lh}$ the heavy- and light-hole masses.

Example: $\gamma_1=2.00$, $\gamma=0.56$, $a=2.0$ nm, giving $\beta=0.282$, $\phi=4.58$, $E=175.8$ meV and weight 0.049 in $R_2$. The lowest odd hole level lies 30 meV higher.

### Three angular averages

Put $Q=J_z^2-5/4=T(\hat{\mathbf z})$. By rotational symmetry $\langle T\mathbf JT\rangle=c_1\mathbf J$ and $\langle TQT\rangle=c_2Q$.

For $c_1$, multiply by $\mathbf J$ and take the trace. The result no longer depends on $\mathbf n$, so choose $\mathbf n=\hat{\mathbf z}$: $15c_1=\sum_i\mathrm{Tr}(J_iQJ_iQ)$. The $z$ term is $\mathrm{Tr}J_z^2=5$. In $J_x$ the elements between $|m|=3/2$ and $1/2$ have square 3/4 and come with sign $-1$; the element between $\pm1/2$ has square 1 and sign $+1$. The $x$ term is $-4\times\frac34+2\times1=-1$, and so is the $y$ term. Hence $c_1=3/15=1/5$.

For $c_2$, let $\mathbf n$ make an angle $\theta$ with $z$. The diagonal elements of $J_x^2$ are 3/4 and 7/4, so those of $T$ are

$$\tfrac94\cos^2\theta+\tfrac34\sin^2\theta-\tfrac54=P_2(\cos\theta),\qquad\tfrac14\cos^2\theta+\tfrac74\sin^2\theta-\tfrac54=-P_2(\cos\theta)$$

for $|m|=3/2$ and $1/2$. There is no element between $+1/2$ and $-1/2$, since $\{J_z,J_x\}$ carries the factor $m+m'=0$. Thus $T=P_2Q+B$, where $B$ links different $|m|$ and anticommutes with $Q$. From $\mathrm{Tr}T^2=4$ follows $\mathrm{Tr}B^2=4-4P_2^2$, so $\mathrm{Tr}(TQTQ)=4P_2^2-\mathrm{Tr}B^2=8P_2^2-4$. With $\langle P_2^2\rangle=1/5$ and $\mathrm{Tr}Q^2=4$, $c_2=2/5-1=-3/5$. The average over azimuth also removes $B$, which gives $\langle P_2T\rangle=Q/5$.

### Crystal field and shape

The wurtzite field acts on the Bloch part as $-(\Delta_{cr}/2)Q$. Inserting (5) and dropping the cross term,

$$\Delta_{int}=v\Delta_{cr},\qquad v=\int_0^ar^2\left(R_0^2-\tfrac35R_2^2\right)dr .$$

With the weight above, $v=1-\frac85\times0.049=0.92$.

For the shape, take an ellipsoid of fixed volume and axis ratio $c/b=1+\mu$. To first order the wall moves outward by $\delta n=\frac23\mu a\,P_2(\cos\theta)$. Let $\chi$ be a state of energy $E'$ in the deformed crystal. On the old surface $\chi=-\delta n\,\partial_n\chi$, because it vanishes on the new one. Green's identity with an old state $\psi$, which vanishes on the old surface, gives

$$(E'-E)\int\psi^\dagger\chi=-\frac{\hbar^2}{2m_0}\oint\delta n\,(\partial_n\psi)^\dagger\left[\gamma_1-2\gamma T(\mathbf n)\right]\partial_n\chi\,dS .$$

At leading order $\chi$ is a combination of the $\psi_M$, so the right side supplies the matrix to be diagonalized. The normal derivative is $(R_0'+R_2'T)u_M/\sqrt{4\pi}$ at $r=a$, and

$$(R_0'+R_2'T)^2(\gamma_1-2\gamma T)=\text{scalar}+\left[2\gamma_1R_0'R_2'-2\gamma(R_0'^2+R_2'^2)\right]T .$$

The scalar drops out against $P_2$, and $\langle P_2T\rangle=Q/5$. Setting the result equal to $-(\Delta_{sh}/2)Q$,

$$\Delta_{sh}=\frac{\hbar^2a^3}{2m_0}\frac{4\mu}{15}\left[2\gamma_1R_0'R_2'-2\gamma(R_0'^2+R_2'^2)\right]\equiv2uE\mu .$$

The number $u$ depends on $\beta$ alone and changes sign at $\beta=0.141$. Here $u=-0.265$, and diagonalization in ellipsoids with $\mu=\pm0.01$ gives the same value. At this mass ratio elongation lowers $|M|=1/2$ relative to $|M|=3/2$ and works against the crystal field. Because $E\propto a^{-2}$ while $\Delta_{int}$ does not depend on $a$, the total $\Delta=\Delta_{int}+\Delta_{sh}$ shrinks in smaller crystals at fixed $\mu>0$.

### Exchange in the confined pair

The electron is in $\varphi_e=\sin(\pi r/a)/(r\sqrt{2\pi a})$. The scalar part of $P_S$ shifts all eight states equally. The vector part, $-(g/6)\boldsymbol\sigma\cdot\mathbf J$, is averaged with $c_1=1/5$:

$$\eta=\frac g6\int_0^ar^2\varphi_e^2\left(R_0^2+\tfrac15R_2^2\right)dr .$$

The bulk fixes $g$. When $\Delta_{cr}$ far exceeds exchange, the lowest bulk exciton contains $|M|=3/2$ alone. Its contact density is $1/(\pi a_{ex}^3)$ for a hydrogen-like 1s state of radius $a_{ex}$. The energies $-(g/6)\sigma_zJ_z/(\pi a_{ex}^3)$ of its bright and dark states, with $\sigma_zJ_z=\mp3/2$, differ by $\hbar\omega_{ST}=g/(2\pi a_{ex}^3)$. Eliminating $g$,

$$\eta=\left(\frac{a_{ex}}a\right)^3\hbar\omega_{ST}\,\chi_0,\qquad\chi_0=\frac{a^2}{6}\int_0^a\sin^2\frac{\pi r}a\left(R_0^2+\tfrac15R_2^2\right)dr .$$

Exchange grows as $a^{-3}$ because it measures the chance of finding both particles in one cell. The $R_2$ part does not contribute to the total dipole, since $\langle T\rangle=0$; all strengths share the factor $\left|\int\varphi_eR_0\sqrt{4\pi}\,r^2dr\right|^2=0.93$.

### Numbers for a 2.0 nm crystal

Rough typical CdSe values are $\Delta_{cr}=25$ meV, $\hbar\omega_{ST}=0.13$ meV and $a_{ex}=5.6$ nm; the elongation $\mu=0.10$ is chosen. With $\chi_0=0.779$,

$$\eta=(2.8)^3\times0.13\times0.779=2.22\ \text{meV},$$
$$\Delta=0.922\times25-2\times0.265\times175.8\times0.10=23.0-9.3=13.7\ \text{meV}.$$

Then $S=\sqrt{4.64^2+3\times2.22^2}=6.03$ meV. The levels, in order, are $-10.2$, $-4.9$, $3.5$, $7.1$ and $12.4$ meV, with strengths 0, 0.42, 0, 0.58 and 1. An eight-by-eight matrix whose exchange and crystal-field parts come from three-dimensional integration over the wave functions reproduces them. The gap is 5.28 meV (61 K).

With $\mu$ held at 0.10, the gap is 4.42, 5.28, 1.90 and 0.82 meV at radii of 1.5, 2.0, 3.0 and 4.0 nm. The large crystals approach $3\eta$; the smallest is close to its ceiling $3\Delta/4$. To first order $\Delta$ reaches zero at $\mu=0.25$ for this radius, or at 1.27 nm for this $\mu$. Beyond either point the first-order model puts $0^L$ lowest. With the crystal field and ellipticity treated in full, the change comes later: at 2.0 nm $\Delta$ is still slightly positive at $\mu=0.30$.

### Long-range exchange

The largest of the omissions estimated here is the macroscopic field of the pair's own polarization. It acts through the component of the polarization along $\hat{\mathbf k}$. A bright pair polarized along $\hat{\mathbf k}$ has zero projection on that axis, so its hole has projection $\pm1/2$ there and $T(\hat{\mathbf k})=-1$. The $R_2$ part of the wave function therefore excites the same $\mathcal S=1$ state as the $R_0$ part. After averaging over $\hat{\mathbf k}$ the interaction in a sphere is $E_{LR}P_1$, with $P_1=\frac14(\frac32-\boldsymbol\sigma\cdot\mathbf M)$. It keeps the form of $H$ and adds $E_{LR}/4$ to $\eta$.

Its size is

$$E_{LR}=\frac D3\int\frac{d^3k}{(2\pi)^3}A^2(k),\quad A=\sqrt{4\pi}\int_0^ar^2\varphi_e\left[j_0(kr)R_0+j_2(kr)R_2\right]dr,$$

where 1/3 is the average of $\hat k_z^2$ and $D$ is the squared pair dipole divided by the permittivity. The bulk longitudinal-transverse splitting fixes it: $\hbar\omega_{LT}=\frac34D/(\pi a_{ex}^3)$, with 3/4 the triplet weight of the bulk exciton. For a rough 1 meV this adds 4.7 meV to $\eta$, twice the short-range value, and the gap becomes 8.7 meV. Bulk screening is assumed inside and outside the crystal. The order of levels is unchanged, since it needs only $\eta>0$ and $\Delta>0$.

### Beside real CdSe nanocrystals

A radius of 2 nm is ordinary for CdSe nanocrystals, and a dark-bright gap of a few meV is the right rough size. The hard wall is a strong idealization, because a real barrier is finite. With a 4 eV barrier, an electron mass of $0.13\,m_0$ inside and $m_0$ outside, and the hole left unchanged, short-range $\eta$ falls to 0.56 of its value. Only 2.6% of the electron lies outside, so most of the loss comes from its density spreading towards the wall. The barrier reduces the long-range part by a similar factor, 0.53. With the first-order $\Delta$, the barrier alone lowers the gap to 3.3 meV, while barrier and long-range exchange together give $\eta=3.7$ meV and a gap of 7.1 meV, so a quantitative gap needs both.

Other limits are milder or affect the parameters. Diagonalizing the hole with the full crystal field and ellipticity gives $\Delta=14.4$ meV, so the first-order value is 5% low. At 1.5 nm the error is larger: $\Delta$ is 7.7 instead of 6.5 meV, and the gap is 5.2 meV, against 5.4 meV at 2.0 nm. Including the split-off band, with the crystal field acting on the orbital part as $-\frac32\Delta_{cr}L_z^2$, gives about 5.6 meV at 1.5 nm and 5.4 meV at 2.0 nm. Confining the field to the quartet instead gives 5.5 and 5.6 meV, and moves the six-band gaps below by up to 0.3 meV. With short-range exchange alone, the fall of the gap below 2 nm thus belongs to the first-order model: the gap hardly changes while $\eta$ more than doubles, because the anisotropy limits it. With the split-off band and the long-range exchange estimated above both included, the fall returns, from about 9.1 meV at 2.0 nm to 6.1 meV at 1.5 nm. Stronger exchange brings both gaps nearer to their ceilings $3\Delta/4$, and the ceiling is lower in the smaller crystal. The Coulomb energy, about 150 meV for a relative permittivity of 9, is small beside the electron's S–P spacing of 756 meV but comparable with the distance to the next even hole level, which is also about 150 meV here. At radii of 3 and 4 nm it exceeds that distance, so the gaps quoted there show only the trend of the model. In a sphere the Coulomb attraction is a central potential for the hole, so it can change $R_0$ and $R_2$ but not the form of $H$. Placing the hole in the averaged potential of the electron raises $\eta$ by 5% at 2.0 nm and by 10% at 4.0 nm, and lifts the 2.0 nm gap from 5.4 to 5.6 meV. The hole energy is 0.42 of the split-off energy, taken as roughly 420 meV, which makes the four-band description approximate. Including the split-off band brings the odd hole level down to about 19 meV above the even one. Scaled as $a^{-2}$ to 1.27 nm the ratio is about 1, so the predicted crossing there should not be trusted.

At 4 K practically all the thermal population of the eight states is in the dark doublet. At 300 K its share is 0.35 within these eight states; the odd hole level, some 20 to 45 meV up depending on whether the split-off band, the anisotropy and the Coulomb attraction are included, would then be partly populated too and reduce it further.

## Calculated quantities

```
Inputs (rough CdSe): gamma1 = 2.00, gamma = 0.56
Radius a = 2.0 nm, ellipticity mu = 0.10
Bulk crystal splitting = 25 meV
Bulk exchange splitting = 0.13 meV, a_ex = 5.6 nm
Mass ratio beta = 0.282, m_hh = 1.136 m0
Hole root phi = 4.5800
Hole energy, formula = 175.821 meV
Hole energy, Ritz = 175.821 meV
L=2 weight of hole = 0.0489
v: formula 0.9217, Ritz 0.9217
u: formula -0.2651, Ritz -0.2651
u changes sign at beta = 0.141
chi = 0.7791
Electron-hole overlap squared = 0.9318
Crystal part of Delta = 23.04 meV
Shape part of Delta = -9.32 meV
Delta = 13.72 meV, eta = 2.223 meV
Level +-2: -10.195 meV (quadrature -10.194), f = 0.000
Level +-1L: -4.915 meV (quadrature -4.915), f = 0.416
Level 0L: 3.525 meV (quadrature 3.524), f = 0.000
Level +-1U: 7.139 meV (quadrature 7.139), f = 0.584
Level 0U: 12.418 meV (quadrature 12.418), f = 1.000
Dark-bright gap = 5.279 meV
Gap / k_B = 61.3 K
Delta = 0 at this radius for mu = 0.247 (first order)
Delta = 0 at this mu for a = 1.27 nm (first order)
a = 1.5 nm: eta 5.270, Delta 6.47, gap 4.422 meV; f(+-1L) 0.023
a = 2.0 nm: eta 2.223, Delta 13.72, gap 5.279 meV; f(+-1L) 0.416
a = 3.0 nm: eta 0.659, Delta 18.90, gap 1.903 meV; f(+-1L) 0.692
a = 4.0 nm: eta 0.278, Delta 20.71, gap 0.822 meV; f(+-1L) 0.729
Neglected effects, for the example's numbers:
Long-range exchange (LT = 1.0 meV): adds 4.68 meV to eta
Gap with long-range exchange = 8.71 meV
Barrier 4 eV, m_e = 0.13 m0: eta times 0.558
Electron probability outside = 0.0261
Coulomb energy (eps = 9) = 148 meV
Electron S-P spacing = 756 meV
Next even hole level above 1S3/2 = 148.1 meV
Lowest odd hole level minus 1S3/2 = 30.3 meV
Delta from full hole diagonalization = 14.44 meV
Hole energy / split-off energy (420 meV) = 0.42
Population of +-2 at 4 K = 1.0000
Population of +-2 at 300 K = 0.3534
```
